Yamaji angles of a warped cylindrical Fermi surface

1. A number to explain

Take a layered metal with layer spacing c = 1.5 nm and in-plane Fermi wave number k_F = 2.0 nm⁻¹ (the other inputs are in part 8). Its interlayer resistivity at zero field is 0.02398 Ω cm. In a field of 20 T tilted by 51.941° from the layer normal it is 0.1439 Ω cm. In the same field tilted by 38.716° it is 1.79 Ω cm, more than ten times larger, and it peaks again near 61°, 71° and 76°. The Yamaji formula for these angles is

tanθ_n = π(n − 1/4)/(k_F c), n = 1, 2, 3, …

It puts the first peak at 38.146°, whereas the calculated peak lies at 38.787°. The formula therefore has the right structure but is not exact. The true statement is this. To first order in the interlayer hopping, the orbit-averaged interlayer velocity vanishes on all orbits at once where k_F c tanθ is a zero j_{0,n} of the Bessel function J_0, and π(n − 1/4) is the leading large-n form of j_{0,n}, always too small.

2. Model and exact orbit relations

SI units are used, with energies quoted in meV. The band is

ε(k) = ħ²(k_x² + k_y²)/2m − 2t⊥ cos(k_z c).

The hopping is written t⊥ to keep t for time (the program calls the hopping t). The Fermi energy defines k_F through E_F = ħ²k_F²/2m. The carriers have charge −e, the field is B = B(sinθ, 0, cosθ), and the motion is semiclassical. The velocity v = ∇ε/ħ has components

v_x = ħk_x/m, v_y = ħk_y/m, v_z = (2t⊥c/ħ) sin(k_z c).

With B_y = 0, the components of ħ dk/dt = −e v×B are

ħ dk_x/dt = −e v_y B_z
ħ dk_y/dt = e (v_x B_z − v_z B_x)
ħ dk_z/dt = e v_y B_x.

The energy is conserved because v·(v×B) = 0. The first and third lines give B_x dk_x/dt + B_z dk_z/dt = 0, so each orbit lies in a plane

k_z = k_z0 − k_x tanθ,

labelled by k_z0, or by the phase κ = k_z0 c. Let ε̃(k_x, k_y; k_z0) be the energy restricted to this plane. The chain rule gives

∂ε̃/∂k_x = ħ(v_x − v_z tanθ), ∂ε̃/∂k_y = ħv_y, ∂ε̃/∂k_z0 = ħv_z,

and the first two equations of motion become

dk_x/dt = −(eB_z/ħ²) ∂ε̃/∂k_y, dk_y/dt = (eB_z/ħ²) ∂ε̃/∂k_x.

The point (k_x, k_y) runs along a contour of ε̃ with speed dl/dt = (eB_z/ħ²)|∇ε̃|. Since d²k = dl dε̃/|∇ε̃|, any function f obeys

∫d²k δ(E − ε̃) f = ∮ f dl/|∇ε̃| = (eB_z/ħ²) ∮ f dt.   (1)

Let S(E, k_z0) = ∫d²k Θ(E − ε̃) be the area of the orbit projected on the k_x k_y plane, Θ being the unit step. The true area in the tilted plane is S/cosθ. Differentiating the step gives a delta function, and (1) then yields, with T the period and ⟨…⟩ the time average,

∂S/∂E = (eB_z/ħ²) T, ∂S/∂k_z0 = −∫d²k δ(E − ε̃) ħv_z = −(eB_z/ħ²) T ħ⟨v_z⟩.

Their ratio is exact for any closed orbit:

⟨v_z⟩ = −(∂S/∂k_z0)/(ħ ∂S/∂E).   (2)

The mean interlayer velocity vanishes on every orbit precisely when all orbits have the same area. Also, k_y returns to its value after one period, so the average of the second equation of motion gives ⟨v_x⟩ = tanθ ⟨v_z⟩, and the first gives ⟨v_y⟩ = 0. The drift is along B.

3. Lowest order: the factor J_0

Define

γ = k_F c tanθ, η = t⊥/E_F, ω_c = eB cosθ/m.

In dk_y/dt the term v_z tanθ competes with v_x. With 2m/ħ² = k_F²/E_F the ratio of their amplitudes is

(2t⊥c/ħ) tanθ/(ħk_F/m) = ηγ.

For ηγ ≪ 1 the term is dropped, leaving dk_x/dt = −ω_c k_y and dk_y/dt = ω_c k_x, solved by k_x = k_F cosφ, k_y = k_F sinφ, φ = ω_c t. Only B_z sets the frequency, which is eB cosθ/m and not eB/m. The tilt survives in k_z, where it cannot be dropped because γ is not small:

v_z = (2t⊥c/ħ) sin(κ − γ cosφ).

The Bessel functions enter as Fourier coefficients, which we take as their definition:

G(γ, φ) = e^{iγ cosφ} = Σ_n iⁿ J_n(γ) e^{inφ}.   (3)

G is even in φ, so the coefficients of n and −n are equal, which gives J_{−n} = (−1)ⁿJ_n. Complex conjugation of G is the same as φ → φ + π; the first turns the coefficient into (−i)ⁿJ_n*, the second into (−i)ⁿJ_n, so J_n is real. Comparing coefficients in ∂G/∂γ = i cosφ G and in ∂G/∂φ = −iγ sinφ G gives

2J_n′ = J_{n−1} − J_{n+1}, 2nJ_n/γ = J_{n−1} + J_{n+1},

hence J_0′ = −J_1 and, adding the two, J_n′ = J_{n−1} − nJ_n/γ. Parseval's relation for |G|² = 1 gives J_0² + 2Σ_{n≥1}J_n² = 1.

Now v_z is proportional to Im[e^{iκ}G*], and the φ average of G* is J_0(γ), so

⟨v_z⟩ = (2t⊥c/ħ) sinκ J_0(γ).   (4)

The dependences on the orbit and on the angle factorize. One orbit has zero drift at any angle if sinκ = 0; all orbits have zero drift together only if J_0(γ) = 0. At θ = 0, J_0 = 1 and v_z is constant on each orbit, as it must be when the field does not change k_z.

4. Second order in the hopping

Write ε̃ = ε_0 + V with ε_0 = ħ²(k_x² + k_y²)/2m and V = −2t⊥cos(κ − c k_x tanθ), and expand the step in V, which amounts to expanding the radius of the slightly deformed contour:

Θ(E − ε_0 − V) = Θ(E − ε_0) − V δ(E − ε_0) + ½V² ∂_E δ(E − ε_0) − …

In polar coordinates d²k = (m/ħ²) dε_0 dφ, so ∫d²k δ(E − ε_0) f = (2πm/ħ²) f̄, where f̄ is the average over the circle ε_0 = E. On that circle γ ∝ √E, so dγ/dE = γ/2E. The average of cos(κ − γ cosφ) = Re[e^{iκ}G*] is cosκ J_0(γ), and V² = 2t⊥²[1 + cos(2κ − 2γ cosφ)] averages to 2t⊥²[1 + cos2κ J_0(2γ)]. V does not depend on E, so ∂_E can be taken outside the integral, where ∂_E J_0(2γ) = −J_1(2γ) γ/E. Therefore

S = (2πm/ħ²)[E + 2t⊥ cosκ J_0(γ) − t⊥²(γ/E) cos2κ J_1(2γ)] + O(t⊥³).

The derivatives at E = E_F are

∂S/∂k_z0 = −(2πm/ħ²) 2t⊥c [sinκ J_0(γ) − ηγ sin2κ J_1(2γ)]
∂S/∂E = (2πm/ħ²)[1 − ηγ cosκ J_1(γ)].

Inserting them in (2), expanding the denominator and using sinκ cosκ = ½ sin2κ,

⟨v_z⟩ ħ/(2t⊥c) = sinκ J_0(γ) + ηγ sin2κ [½J_0(γ)J_1(γ) − J_1(2γ)] + O(η²).   (5)

At a zero of J_0 the term −ηγ sin2κ J_1(2γ) remains. It has a different κ dependence from the first term, so no shift of angle can cancel it on all orbits. The cancellation is a first-order property.

5. The zeros of J_0: an exact phase condition

From (3), with x = cosφ,

J_0(γ) = (1/π)∫_0^π e^{iγ cosφ}dφ = (1/π)∫_{−1}^{1} e^{iγx}(1 − x²)^{−1/2}dx.

In the half-strip |Re x| < 1, Im x > 0 the real part of 1 − x² is 1 − (Re x)² + (Im x)² > 0, so the principal root is analytic there. For γ > 0 the factor e^{iγx} decays upward, and small arcs round x = ±1 contribute as the square root of their radius. The path can be replaced by one going up from −1 to −1 + i∞ and one coming down from 1 + i∞ to 1.

On the right leg x = 1 + is, dx = i ds, and 1 − x² = −2is(1 + is/2), whose root is e^{−iπ/4}(2s)^{1/2}(1 + is/2)^{1/2}. The downward direction gives a minus sign, and −i e^{iπ/4} = e^{−iπ/4}. The leg equals e^{i(γ − π/4)} I(γ), with

I(γ) = ∫_0^∞ e^{−γs}(2s)^{−1/2}(1 + is/2)^{−1/2}ds.

On the left leg x = −1 + is and 1 − x² = 2is(1 − is/2), the prefactor is i e^{−iπ/4} = e^{iπ/4}, and the leg is the complex conjugate of the right one. Thus, exactly,

J_0(γ) = Re H, H = (2/π)e^{i(γ − π/4)} I(γ) = |H|e^{iχ}, χ = γ − π/4 + arg I.

The integrand of I is a positive number times e^{−(i/2)arctan(s/2)}, whose argument lies between −π/4 and 0. A sum of complex numbers in that sector stays in it and cannot vanish, so −π/4 < arg I < 0.

To count the zeros we need χ to increase. H is 2/π times the integral of e^{iγx}(1 − x²)^{−1/2} along the right leg, and each γ derivative brings down ix, so γH″ + H′ + γH has the integrand

e^{iγx}[γ(1 − x²) + ix](1 − x²)^{−1/2} = −i d/dx[e^{iγx}(1 − x²)^{1/2}].

The bracket vanishes at both ends of the leg, so (γH′)′ = −γH. Then W = Im(H*H′) = |H|²χ′ satisfies

(γW)′ = Im[H*(γH′)′] + γ Im|H′|² = Im(−γ|H|²) = 0.

The constant follows from large γ, where only small s matters: I → √(π/2γ), so |H|² → 2/(πγ), and I′/I → −1/(2γ) vanishes, so χ′ → 1. Hence γW = 2/π and

χ′ = 2/(πγ|H|²) > 0.

The sector bound gives γ − π/2 < χ < γ − π/4. So χ always exceeds −π/2, is negative at small γ, and rises steadily to infinity. It passes π/2, 3π/2, … once each, and the n-th zero is at χ = (n − ½)π:

j_{0,n} = β_n − arg I(j_{0,n}), β_n = π(n − 1/4), β_n < j_{0,n} < nπ.   (6)

The Yamaji formula is (6) with arg I neglected.

The two legs start at x = ±1, the points k_x = ±k_F where k_z turns round and v_z lingers at one value. Elsewhere, when γ is large, the phase k_z c changes quickly and the contributions nearly cancel. The two turning points have phases κ − γ and κ + γ, and each acquires an extra π/4 towards the interior because the carrier samples only the inner side of the turning point. Their sum is sin(κ − γ + π/4) + sin(κ + γ − π/4) = 2 sinκ cos(γ − π/4). If k_z swept its range uniformly, v_z would average out when the orbit spans a whole number of zones, 2γ = 2πn. The lingering at the turning points supplies the π/4, and by (6) nπ is only the upper bound.

6. Corrections to the formula

Expand (1 + is/2)^{−1/2} with binomial coefficients 1, −1/2, 3/8, −5/16 and use ∫_0^∞ e^{−γs}s^{k−1/2}ds = Γ(k + ½)γ^{−k−1/2}, where Γ(k + ½)/Γ(½) = 1, 1/2, 3/4, 15/8. The products are (−1/2)(i/2)(1/2) = −i/8, (3/8)(−1/4)(3/4) = −9/128 and (−5/16)(−i/8)(15/8) = 75i/1024:

I = √(π/2γ)[1 − i/(8γ) − 9/(128γ²) + 75i/(1024γ³) + …].

The series is asymptotic and does not converge, since the binomial series holds only for s < 2. But |1 + is/2| ≥ 1 bounds every derivative by its value at s = 0, so the Taylor remainder, and with it the error in I, is no larger than the first omitted term.

With P and Q the real and imaginary parts of the bracket, Q/P = −1/(8γ) + (75 − 9)/(1024γ³). From arctan y = y − y³/3 comes a further +1/(1536γ³). Since 198/3072 + 2/3072 = 25/384,

arg I = −1/(8γ) + 25/(384γ³) + …

In (6) put γ = β + 1/(8β) on the right. Then 1/(8γ) = 1/(8β) − 1/(64β³), and 1/64 + 25/384 = 31/384, so

k_F c tanθ_n = j_{0,n} = β_n + 1/(8β_n) − 31/(384β_n³) + …   (7)

The corrections die out as n grows, and the spacing of tanθ_n tends to π/(k_F c).

7. From the drift to the resistance

Apply a weak electric field 𝓔 along z and assume a constant relaxation time τ, degenerate statistics and two spin states. With f = f_0(ε) + g, the force −e𝓔 acting on f_0 gives the linearized Boltzmann equation along an orbit, dg/dt + g/τ = e𝓔 v_z ∂f_0/∂ε. Setting g = −e𝓔(−∂f_0/∂ε)ψ,

dψ/dt + ψ/τ = v_z,

whose periodic solution is Chambers' integral of v_z over the past with weight e^{−(t−t′)/τ}. The current j_z = −2e∫d³k v_z g/(2π)³ gives σ_zz = 2e²∫d³k δ(E_F − ε) v_zψ/(2π)³. The change of variable from k_z to k_z0 is a shear with unit Jacobian, and k_z0 covers one period 2π/c. At lowest order

σ_zz = [2e²/(2π)³](2πm/ħ²)(2π/c) × (average of v_zψ over φ and κ),

and the prefactor equals e²m/(πħ²c). Write v_z = (2t⊥c/ħ)Σu_n e^{inφ}. From sin(κ − γcosφ) = (e^{iκ}G* − e^{−iκ}G)/2i and (3),

u_n = J_n[e^{iκ}(−i)ⁿ − e^{−iκ}iⁿ]/2i = J_n(γ) sin(κ − nπ/2).

Each harmonic of ψ is that of v_z times τ/(1 + inω_cτ). The φ average of v_zψ is then τ(2t⊥c/ħ)²Σu_n²/(1 + inω_cτ), the terms ±n combine to 2u_n²/(1 + n²ω_c²τ²), and the κ average of u_n² is J_n²/2. Therefore

σ_zz = σ_0[J_0²(γ) + 2Σ_{n≥1}J_n²(γ)/(1 + n²ω_c²τ²)], σ_0 = 2e²τ m t⊥²c/(πħ⁴).   (8)

For B → 0 the Parseval sum returns σ_0; for θ = 0 only J_0 = 1 survives and there is no magnetoresistance. The shift κ → κ + π reverses the sign of t⊥, so after the κ average the corrections to σ_zz/σ_0 are even in η.

With no in-plane current, the in-plane field is eliminated from j_a = 0 (a, b = x, y), giving 1/ρ_zz = σ_zz − σ_za(σ_∥⁻¹)_ab σ_bz. The mixed components contain one v_z, and their first-order part is odd in t⊥ and averages away, so each is O(t⊥²). The subtracted term is O(t⊥⁴), and at fixed ω_cτ, ρ_zz = 1/σ_zz to leading order.

For ω_cτ ≫ 1 only the drift term survives, and σ_zz saturates at σ_0J_0². On a zero of J_0 it keeps falling as (ω_cτ)⁻², so ρ_zz grows as B². The fall ends at the residual drift of (5): with ψ = τ⟨v_z⟩, twice the κ average of [ηγ sin2κ J_1(2γ)]² gives the floor

σ_zz/σ_0 → [ηγ J_1(2γ)]².   (9)

At finite ω_cτ the peak is not exactly at j = j_{0,n}. Near it σ_zz/σ_0 ≈ J_1²(j)(γ − j)² + R(γ), with R the sum in (8), so the minimum moves by δ ≈ −R′/(2J_1²). Let w = ω_cτ be large. Since w² ∝ cos²θ = 1/(1 + γ²/k_F²c²), the logarithmic derivative of 1/w² is 2sin²θ/γ. At the zero J_1′ = −J_1/γ, so the term 2J_1²/w² has derivative (2J_1²/γw²)(−2 + 2sin²θ) = −(2J_1²/γw²) 2cos²θ. Also J_2 = 2J_1/γ and J_2′ = J_1 − 2J_2/γ, so (J_2²)′ = (4J_1²/γ)(1 − 4/γ²), and the term J_2²/(2w²) has derivative (2J_1²/γw²)[1 − 4/γ² + 2sin²θ/γ²]. These two harmonics alone give

δ ≈ [cos2θ + (4 − 2sin²θ)/γ²]/(γw²).

The shift falls as 1/B² and can have either sign. The truncation at two harmonics is not controlled. At large γ, J_3 = 4J_2/γ − J_1 ≈ −J_1 and J_3′ = J_2 − 3J_3/γ ≈ 5J_1/γ, so the term 2J_3²/(9w²) adds (2J_1²/γw²)(−10 + 2sin²θ)/9 to R′, as large as the terms kept. Higher harmonics therefore change the size of δ and the angle at which it changes sign, and the numbers below come from the full sum.

8. Worked example

The chosen inputs are c = 1.5 nm, k_F = 2.0 nm⁻¹, m = 2m_e, t⊥ = 0.3 meV, τ = 5 ps, B = 20 T. Then k_F c = 3.0000, E_F = 76.200 meV, η = 0.3/76.200 = 3.937×10⁻³, v_F = 1.1577×10⁵ m/s, 2t⊥c/ħ = 1.3673×10³ m/s, eB/m = 1.7588×10¹² s⁻¹, eBτ/m = 8.7941, σ_0 = 4171.0 S/m and ρ_0 = 1/σ_0 = 0.02398 Ω cm.

For n = 1, β = 3π/4 = 2.35619 and arctan(2.35619/3) = 38.146°. Adding 1/(8β) gives 2.40925 (38.767°), adding the β⁻³ term gives 2.40307, and the exact zero is 2.40483, so tanθ = 2.40483/3 = 0.80161 and θ = 38.716°. The successive terms overshoot on alternate sides. There ω_cτ = 8.7941/√(1 + 0.80161²) = 6.8617 and ηγ = 0.0095. Equation (8) gives σ_zz/σ_0 = 0.013378, so ρ_zz = 0.02398/0.013378 ≈ 1.79 Ω cm. At the first extremum of J_0, γ = 3.8317 or 51.941°, the drift term J_0² = 0.16222 supplies nearly all of σ_zz/σ_0 = 0.16660, and ρ_zz = 0.1439 Ω cm. This is the contrast of part 1.

The angles in degrees (formula, exact zero, peak at 20 T) are:

n = 1: 38.146, 38.716, 38.787
n = 2: 61.380, 61.477, 61.471
n = 3: 70.851, 70.880, 70.870
n = 4: 75.713, 75.726, 75.717

The first peak lies above its zero (γ = 2.41098 against 2.40483) and the others below theirs (5.51874 against 5.52008 for n = 2). The two-harmonic estimate gives δ = +0.0068 for n = 1 and −0.0048 for n = 2, against +0.0062 and −0.0013 from the full sum, so it has the right sign here but is only a rough guide. The resistivity at the zeros from (8) falls, 1.7922, 1.5616, 1.2052, 0.9908 Ω cm (the exact orbits lower these by less than 0.2 %), because ω_cτ drops from 6.8617 to 2.1683, which outweighs the decrease of J_1² at the successive zeros.

If k_F is inferred as β_n/(c tanθ_n) from the exact angles, it comes out wrong by β_n/j_{0,n} − 1, namely −2.022, −0.404, −0.166 and −0.090 %. For n = 1 the upward shift of the peak adds to this error. The limiting spacing is π/(k_F c) = 1.04720, to be compared with 1.84003 − 0.80161 for the first pair and 3.93051 − 2.88458 for the last.

For n = 1 the floor (9) is (0.0095 × 0.30021)² ≈ 8.1×10⁻⁶, far below 0.013378, so at 20 T the peak height is set by scattering. The scattering term, about 0.64/(ω_cτ)², falls to the floor only at ω_cτ ≈ 280. At τ = 5 ps that means some 800 T and ħω_c near E_F/2, where the semiclassical model no longer applies, so for these parameters the floor is a formal limit. The exact orbits give 0.013386 for n = 1 and 0.024234 for n = 4, against 0.013378 and 0.024199 from (8). The small excess is close to the floor in each case (8.079×10⁻⁶ and 3.126×10⁻⁵), so the residual drift is most of the second-order correction.

9. Where the result fails

Near θ = 90° the parameter ηγ reaches order one and (4) does not apply. Energy conservation still keeps the projected orbit within about ηk_F of the circle, but the carrier no longer moves round it uniformly, and once v_z tanθ can outweigh v_x the contour can split into several closed orbits. In the example ηγ is only 0.0464 at n = 4. For ω_cτ ≲ 1 the carrier scatters before it averages v_z, the harmonics in (8) fill the minima and the peaks gradually fade. The picture of a three-dimensional band needs t⊥τ/ħ above about one; here it is 2.279. A smaller value invalidates this picture but not necessarily the peaks, since tunnelling between neighbouring layers that conserves the in-plane momentum gives the same angles at lowest order in t⊥. Landau quantization was ignored. In the example ħeB/m = 1.1577 meV is far below E_F but comparable with the interlayer bandwidth 4t⊥, so quantum oscillations are strong at low temperature, especially at the peaks, where all orbits have nearly the same area; about 3 K is needed to damp them to a few per cent at the first peak. Equation (8) can at best describe the smooth background that remains, and only as long as τ does not depend on the field, which is an assumption here and may fail when the Landau levels are well separated. A hopping to second-neighbour layers, cos(2k_z c), brings J_0(2γ), whose zeros differ. For a non-circular cross-section that is smooth, convex and inversion symmetric, the turning-point argument survives at large n if the boundary has non-zero curvature at the two turning points, but k_F is replaced by half the extent of the section along the in-plane direction of B, so the angles depend on the azimuth. If the boundary is flat at the turning points, the phase π/4 changes as well. The first few angles can also depend on the shape of the section. All of this assumes hopping along z with an amplitude independent of the in-plane wave vector. A hopping vector with an in-plane component shifts the angles differently for +θ and −θ, and an amplitude varying as cos lφ round a circular section, with φ measured from the in-plane direction of B, replaces J_0 by J_l.

10. What the numerical check tests

The numerical check integrates the three-dimensional Lorentz equation with no expansion in η and finds S by quadrature. At γ = 3.3, η = 0.02, κ = 0.7 the period agrees with the area derivative (ω_cT = 6.2116884 both ways), and so does (2) (−0.2148644 both ways, in units of 2t⊥c/ħ). Equation (5) gives −0.2161437 at this rather large η; on halving a small η, its remainder falls by 4.000 and that of the area by 8.000, as the stated orders require. The zeros are found by scanning the angular average and are tested against (6) and its bounds; the formula for χ′ is tested at γ = 1, 3 and 8. The series (7) is checked symbolically, and at n = 20 the scaled remainder is −0.08067 against −31/384 = −0.08073. The ψ equation is solved along the exact orbits and compared with (8), the squared mean velocity of the exact orbits is compared with (9), σ_0 is checked by a thermal integral over k, and the first peak from exact orbits comes at 38.788°, against 38.787° from (8).

Computed values

```
exact relations (gamma=3.3, eta=0.02, kappa=0.7): omega_c T = 6.2116884, 2 dS/dE = 6.2116884
  <u> ODE = -0.2148644, from area = -0.2148644, 2nd order = -0.2161437
remainder ratio on halving eta: <u> 4.000 (4), area 8.000 (8)
n=20: (j-beta-1/(8beta)) beta^3 = -0.08067, -31/384 = -0.08073
inputs: c = 1.5 nm, k_F = 2.0 nm^-1, m = 2 m_e, t = 0.3 meV, tau = 5 ps, B = 20 T
k_F c = 3.0000, E_F = 76.200 meV, eta = t/E_F = 3.9370e-03
v_F = 1.1577e+05 m/s, 2tc/hbar = 1.3673e+03 m/s, t tau/hbar = 2.279
eB/m = 1.7588e+12 1/s, eB tau/m = 8.7941, hbar eB/m = 1.1577 meV
sigma_0 = 4171.0 S/m, rho_0 = 0.02398 ohm cm, spacing pi/(k_F c) = 1.04720
n=1: beta = 2.35619, +1/(8b) = 2.40925, +b^-3 term = 2.40307, j0n = 2.40483
  theta/deg: Yamaji 38.146, +1/(8b) 38.767, exact 38.716, peak 38.787
  tan(theta) = 0.80161, omega_c tau = 6.8617, eta*gamma = 0.0095, gamma_peak = 2.41098
  sigma/sigma0: series 0.013378, orbits 0.013386; rho_zz = 1.7922 ohm cm
  J1(2g) = -0.30021, floor = 8.079e-06, k_F error of formula = -2.022 %
  peak from exact orbits = 38.788 deg
n=2: beta = 5.49779, +1/(8b) = 5.52052, +b^-3 term = 5.52004, j0n = 5.52008
  theta/deg: Yamaji 61.380, +1/(8b) 61.479, exact 61.477, peak 61.471
  tan(theta) = 1.84003, omega_c tau = 4.1993, eta*gamma = 0.0217, gamma_peak = 5.51874
  sigma/sigma0: series 0.015353, orbits 0.015370; rho_zz = 1.5616 ohm cm
  J1(2g) = -0.18286, floor = 1.579e-05, k_F error of formula = -0.404 %
n=3: beta = 8.63938, +1/(8b) = 8.65385, +b^-3 term = 8.65372, j0n = 8.65373
  theta/deg: Yamaji 70.851, +1/(8b) 70.880, exact 70.880, peak 70.870
  tan(theta) = 2.88458, omega_c tau = 2.8805, eta*gamma = 0.0341, gamma_peak = 8.64867
  sigma/sigma0: series 0.019893, orbits 0.019919; rho_zz = 1.2052 ohm cm
  J1(2g) = -0.14236, floor = 2.352e-05, k_F error of formula = -0.166 %
n=4: beta = 11.78097, +1/(8b) = 11.79158, +b^-3 term = 11.79153, j0n = 11.79153
  theta/deg: Yamaji 75.713, +1/(8b) 75.726, exact 75.726, peak 75.717
  tan(theta) = 3.93051, omega_c tau = 2.1683, eta*gamma = 0.0464, gamma_peak = 11.78423
  sigma/sigma0: series 0.024199, orbits 0.024234; rho_zz = 0.9908 ohm cm
  J1(2g) = -0.12044, floor = 3.126e-05, k_F error of formula = -0.090 %
first J0 extremum: gamma = 3.8317, theta = 51.941 deg, J0^2 = 0.16222
  there sigma/sigma0 = 0.16660, rho_zz = 0.1439 ohm cm
```
